# Electron temperature lag behind an exponential field peak in a transistor

## Question

I am working on hot electrons near the drain of a short transistor. The exercise gives a driving field that rises and falls exponentially about its peak at $x=0$,

$$F(x)=F_0e^{-|x|/L},$$

and sets the decay length $L$ equal to the energy relaxation length $\lambda$. I have to show that the electron temperature peaks a distance $\lambda/2$ downstream of the field peak.

I am stuck in two places. First, I use

$$\frac{du}{dx}+\frac{u}{\lambda}=gF(x),\qquad u=T-T_0,$$

but beyond the peak my trial solution $u=Ce^{-x/\lambda}$ makes the left side vanish, leaving $0=gF_0e^{-x/\lambda}$. Second, I do not see where the half comes from. If electrons remember their heating over a length $\lambda$, why is the lag not $\lambda$? And does the result survive in a real device?

## Answer

Your trial solution fails because the field decays at the same rate as the electrons cool, so the forcing has the form of the homogeneous solution. An integrating factor avoids guessing. I start with the equation itself, because its assumptions decide where the result holds.

### The energy balance

Let electrons drift towards $+x$, which is "downstream", with mean speed $v$. I write $q>0$ for the elementary charge and $F>0$ for the magnitude of the field, so the force on an electron is $+qF$. The state is steady, and the electron flux $nv$ is the same at every $x$. I also take $v$ uniform, which makes the density $n$ uniform.

For a drifting Maxwellian in a parabolic band of mass $m$, write the velocity as $(v+c_x,c_y,c_z)$, with $\langle c_i\rangle=0$ and $\langle c_i^2\rangle=kT/m$. The odd moments of $c_x$ vanish, so $\langle(v+c_x)^3\rangle=v^3+3vkT/m$. The two transverse directions add $2vkT/m$. The energy carried per unit area and time is therefore

$$S=\frac{nm}{2}\left(v^3+\frac{3vkT}{m}+\frac{2vkT}{m}\right)
=nv\left(\frac52kT+\frac12mv^2\right).$$

With uniform $v$ the last term is constant and drops out of $dS/dx$. Heat conduction is left out for now.

The field supplies power $nvqF$ per unit volume. Let the thermal energy $\tfrac32kT$ relax to its value at the lattice temperature $T_0$ in a constant time $\tau$. What flows out of a thin slice, less what flows in, equals heating minus loss:

$$\frac52nvk\frac{dT}{dx}=nvqF-\frac{3nk(T-T_0)}{2\tau}.$$

Divide by $\tfrac52nvk$. Since $T_0$ is uniform, $dT/dx=du/dx$, and

$$\frac{du}{dx}+\frac{u}{\lambda}=gF,\qquad
\lambda=\frac53v\tau,\qquad g=\frac{2q}{5k}.$$

### Solving on each side of the field peak

Multiply by $e^{x/\lambda}$. The left side becomes a total derivative:

$$\frac{d}{dx}\left(ue^{x/\lambda}\right)=gFe^{x/\lambda}.$$

Integrating from a starting point $a$ to $x$ gives

$$u(x)=u(a)e^{-(x-a)/\lambda}+g\int_a^xF(s)e^{-(x-s)/\lambda}\,ds.$$

Electrons arrive from far upstream at the lattice temperature, so the first term vanishes as $a\to-\infty$. Each bit of heating received at $s$ is then remembered at $x>s$ with weight $e^{-(x-s)/\lambda}$.

Now set $L=\lambda$. For $x\le0$ the field is $F_0e^{s/\lambda}$ throughout the integral, and

$$u(x)=gF_0e^{-x/\lambda}\int_{-\infty}^xe^{2s/\lambda}ds
=gF_0e^{-x/\lambda}\,\frac{\lambda}{2}e^{2x/\lambda}
=\frac{gF_0\lambda}{2}e^{x/\lambda}.$$

This rises all the way to $x=0$, so there is no maximum upstream. At the field peak $u(0)=gF_0\lambda/2$.

For $x\ge0$ the field is $F_0e^{-x/\lambda}$, and the exponentials in the total derivative cancel:

$$\frac{d}{dx}\left(ue^{x/\lambda}\right)=gF_0e^{-x/\lambda}e^{x/\lambda}=gF_0.$$

Integrate from $0$ to $x$, using continuity of $u$ at $0$:

$$u(x)=gF_0\left(\frac{\lambda}{2}+x\right)e^{-x/\lambda}.$$

The term $xe^{-x/\lambda}$ is what your trial solution lacked. Differentiating,

$$\frac{du}{dx}=gF_0\left[1-\frac1\lambda\left(\frac\lambda2+x\right)\right]e^{-x/\lambda}
=gF_0\left(\frac12-\frac{x}{\lambda}\right)e^{-x/\lambda}.$$

The slope is positive for $0<x<\lambda/2$ and negative beyond. The single maximum is therefore at

$$x^*=\frac\lambda2,\qquad u(x^*)=gF_0\lambda e^{-1/2}.$$

### Where the half comes from

Downstream, the solution can be written

$$u(x)=gF(x)\left(\frac\lambda2+x\right).$$

If heating and cooling balanced at each point, we would have $u_{\rm loc}=g\lambda F$. At the field peak the electrons have reached half of that value, so they lose energy at half the rate at which they gain it and keep getting hotter. The ratio $u/u_{\rm loc}=\tfrac12+x/\lambda$ reaches one at $x=\lambda/2$. There gain equals loss, and the temperature turns over.

Your expectation of a lag $\lambda$ is right for the centroid of the temperature profile. Integrate the balance over all $x$; since $u$ vanishes at both ends,

$$\int u\,dx=g\lambda\int F\,dx=2gF_0\lambda^2.$$

Now multiply the balance by $x$ and integrate. By parts, $\int xu'\,dx=-\int u\,dx$, while $\int xF\,dx=0$ because $F$ is even. Hence

$$-\int u\,dx+\frac1\lambda\int xu\,dx=0
\quad\Longrightarrow\quad
\frac{\int xu\,dx}{\int u\,dx}=\lambda.$$

The centroid lies at $\lambda$ and the maximum at $\lambda/2$, because the profile has a longer tail downstream.

The lag of the maximum also depends on the shape of the field. For a smooth, rounded peak ($F''(0)<0$) much broader than $\lambda$, solving the balance by iteration gives $u\simeq g\lambda(F-\lambda F')$. Its maximum satisfies $F'=\lambda F''$. Near the field peak $F'\simeq F''(0)x$, so $x^*\simeq\lambda$ to leading order. The half is therefore not a general rule; here it follows from the cusped exponential with $L=\lambda$.

### What if the two lengths differ?

Keep $L$ general. The upstream integral now contains $e^{s(1/L+1/\lambda)}$, so

$$u(0)=gF_0\frac{\lambda L}{\lambda+L}.$$

Downstream, define $b=1/\lambda-1/L=(L-\lambda)/(\lambda L)$. Then

$$ue^{x/\lambda}=u(0)+gF_0\frac{e^{bx}-1}{b}.$$

At a maximum $u'=0$, so $u=g\lambda F$, or $ue^{x/\lambda}=g\lambda F_0e^{bx}$. Equate the two expressions and collect terms:

$$e^{bx^*}\left(\frac1b-\lambda\right)=\frac1b-\frac{\lambda L}{L+\lambda}.$$

With $1/b=\lambda L/(L-\lambda)$, the bracket is $\lambda^2/(L-\lambda)$ and the right side is $2\lambda^2L/[(L-\lambda)(L+\lambda)]$. Therefore

$$x^*=\frac{\lambda L}{L-\lambda}\ln\frac{2L}{L+\lambda}.$$

To recover the exercise, put $L=\lambda+\delta$. The logarithm is $\ln[1+\delta/(2\lambda+\delta)]\simeq\delta/(2\lambda)$ and the prefactor is about $\lambda^2/\delta$, so $x^*\to\lambda/2$. For $L\gg\lambda$ the lag tends to $\lambda\ln2$. For $L\ll\lambda$ it is about $L\ln[\lambda/(2L)]$, which tends to zero with $L$.

### Numbers for a silicon channel

Take rough values for a quarter-micron silicon n-channel transistor: $v=10^7$ cm/s, $\tau=0.3$ ps, $F_0=0.2$ MV/cm and $T_0=300$ K. Then

$$\lambda=\frac53(10^7\ \text{cm/s})(0.3\times10^{-12}\ \text{s})=5\times10^{-6}\ \text{cm}=50\ \text{nm}.$$

With $L=50$ nm, the voltage across the whole field profile is $2F_0L=2.0$ V. Since $F_0=0.02$ V/nm and $k/q=8.617\times10^{-5}$ V/K,

$$gF_0=\frac{2(0.02\ \text{V/nm})}{5(8.617\times10^{-5}\ \text{V/K})}=92.8\ \text{K/nm}.$$

The local estimate at the field peak is $gF_0\lambda=4642$ K. The actual maximum rise is $0.6065\times4642=2815$ K, at $x^*=25$ nm. The electron temperature there is about 3100 K, or $kT=0.27$ eV. This describes the electrons' energy spread; the lattice stays at 300 K in the model.

| $x$ (nm) | $u$ (K) | $g\lambda F$ (K) |
|---:|---:|---:|
| −50 | 854 | 1708 |
| 0 | 2321 | 4642 |
| 25 | 2815 | 2815 |
| 50 | 2561 | 1708 |
| 100 | 1571 | 628 |

Upstream the local estimate is twice too high. The curves cross at the temperature maximum, and beyond it the local estimate is too low.

The position is not very sensitive to the equality of the lengths. With $\lambda$ and $F_0$ fixed, $L=40$ nm gives $x^*=23.6$ nm and $L=60$ nm gives 26.1 nm.

A source matters little too if it lies at least a relaxation length upstream; a much closer one pushes the lag towards $\lambda$. If electrons start cold at $x=-s$, the upstream integral gives $u(0)=(gF_0\lambda/2)(1-e^{-2s/\lambda})$. Downstream, $u=[u(0)+gF_0x]e^{-x/\lambda}$, whose maximum is at

$$x^*=\lambda-\frac{u(0)}{gF_0}=\frac\lambda2\left(1+e^{-2s/\lambda}\right).$$

This is 28.4 nm for $s=50$ nm and 25.1 nm for $s=150$ nm.

### Does it survive in a real device?

The speed, relaxation time, field and voltage above are plausible for that class of transistor. The symmetric field and the uniform speed are the weak points: a heavily doped drain can make the field fall faster than it rose, and its high electron density lowers the drift speed. In the estimates below I change one thing at a time and keep the other example values.

**Steeper fall at the drain.** Keep the upstream length at $\lambda$, so $u(0)=gF_0\lambda/2$, and let the downstream length be $L_d$. The condition $u=g\lambda F$ now gives

$$x^*=\frac{\lambda L_d}{L_d-\lambda}\ln\frac{L_d+\lambda}{2\lambda}.$$

For $L_d=15$ nm the lag drops from 25 to 9.2 nm.

**Slower electrons in the drain.** Let the speed fall to $rv$ for $x>0$. The flux is conserved, so the density rises by $1/r$, and the relaxation length becomes $r\lambda$. The drift energy $\tfrac12mv^2$ is no longer constant, but I neglect its change here and in the next estimate, because it is small beside the thermal energy near the peak (figures below). Just beyond the field peak,

$$u'(0^+)=gF_0-\frac{u(0)}{r\lambda}=gF_0\left(1-\frac1{2r}\right).$$

For $r<1/2$ the temperature falls at once. It cannot turn up again: at a later point with $u'=0$, differentiating the balance gives $u''=gF'<0$, which rules out a minimum. The lag is then zero. Numerical integration of the balance gives 17.9 nm for $r=0.8$, 4.4 nm for $r=0.55$ and zero for $r=0.45$. Close to $r=1/2$ the small lag is sensitive to the neglected drift energy, which heats the electrons as they slow and shortens the lag further. An abrupt slowing at the field peak can thus remove the lag of the maximum altogether. If the speed instead falls gradually from $v$ beyond $x=0$, the slope there is still $gF_0/2>0$, so some lag remains.

**Speed that follows the field.** In weak fields the speed is not saturated. I replaced $v$ by $vF/(F+F_s)$, where $F_s=v/\mu$ and $\mu=400$ cm²/Vs is a rough low-field mobility, again at fixed flux. Numerical integration puts the maximum at 21.6 nm and 2830 K. This leaves out velocity overshoot: where electrons are cooler than the local field would make them, they are more mobile and move faster. As a simple estimate, take the speed as $vg\lambda F/u$, which equals $v$ when heating and cooling balance. The balance becomes $u'=gF-u^2/(g\lambda^2F)$, and its maximum lies at about 17 nm, so overshoot can shorten the lag further.

**Heat conduction.** Add a flux $-\kappa\,dT/dx$, with $\kappa=pk^2n\mu_hT/q$. Here $\mu_h$ is the hot-electron mobility, and $p$ depends on the scattering; I tried $5/2$ and $3/2$. Freezing $\kappa$ at its value at the original temperature maximum gives

$$-\ell u''+u'+\frac u\lambda=gF,\qquad
\ell=\frac{\kappa}{\tfrac52nkv}=\frac{2p}{5}\frac{kT\mu_h}{qv}.$$

A uniform field that produced the same rise would be $u/(g\lambda)$, so I set $\mu_h=vg\lambda/u$. Then

$$\frac{\ell}{\lambda}=\frac{2p}{5}\,\frac{kTg}{qu}=\frac{4p}{25}\,\frac{T}{u}.$$

For strong heating $T/u$ is close to one, so in this estimate a higher field does not make conduction negligible. The two values of $p$ give $\ell=22$ and 13 nm. A finite-difference solution puts the maximum at 17.9 nm and 2730 K for $p=5/2$, and at 19.8 nm and 2860 K for $p=3/2$. Conduction therefore shortens the lag by about 20–30%. Both cases keep the convective factor $\tfrac52$. In transport models where $p=3/2$ also lowers that factor to $\tfrac32$, $\lambda$ falls to 30 nm, and the lag is about 17 nm without conduction and 12 nm with it.

**Hotter lattice.** At 400 K, with the speed lowered by an assumed tenth, $\lambda=45$ nm while $L$ stays at 50 nm. The formula for unequal lengths then gives 23.1 nm.

Other neglected effects bear mainly on the value and meaning of the temperature or on the carrier supply:

- **Band shape.** For a nonparabolic band with density of states proportional to $\sqrt{\varepsilon(1+\alpha\varepsilon)}(1+2\alpha\varepsilon)$ and $\alpha=0.5$ eV⁻¹, the mean energy at the peak temperature is 26% above $\tfrac32kT$. Converting between energy and temperature is uncertain at that level. Such a band also stores more energy per kelvin, which lowers the peak temperature. Its effect on the lag depends on the form assumed for the drifting distribution. A Maxwellian shifted in wave vector shortens the lag by about 2 nm here, and a constant collision time by about 5 nm. Taking the energy flux as $\tfrac53nv$ times the mean energy leaves the lag unchanged.
- **Drift energy.** At this speed $\tfrac12mv^2$ is 5 meV for the light silicon mass ($0.19$ electron masses) and 26 meV for the heavy one ($0.92$). The thermal energy at the maximum is 403 meV.
- **Degeneracy.** A current of 0.5 mA/µm through a depth of 10 nm needs $n=3.1\times10^{18}$ cm⁻³. With a density-of-states mass of $1.08$ electron masses, this is 11% of the effective density of band states at 300 K and 0.3% at the peak temperature, so Maxwellian statistics are reasonable in the channel. In a drain doped to about $10^{20}$ cm⁻³, electrons that have cooled to 300 K are degenerate.
- **Impact ionization.** I used the rough rate $7\times10^5\,\text{cm}^{-1}\exp[-(1.2\ \text{MV/cm})/F]$ and integrated it along the channel. The local field gives $2.5\times10^{-3}$ events per electron, and the effective field $u/(g\lambda)$ gives $1.4\times10^{-4}$. Both barely change the current, but the local field gives about 18 times more events. The effective field peaks at only 0.12 MV/cm, below the fields at which such rates are usually fitted, so this ratio is an extrapolation.
- **Oxide barrier and tunnelling.** A Maxwellian at the peak temperature has a fraction $4\times10^{-5}$ above 3.1 eV, a rough oxide barrier. This is not an estimate of injection into the oxide: by the temperature maximum an electron has gained at most $qF_0L(2-e^{-1/2})=1.4$ eV from the field. Reaching 3.1 eV would take energy from other electrons or from the lattice, so the true tail should lie far below the Maxwellian there. For band-to-band tunnelling, a triangular barrier with a 1.12 eV gap and a mass of $0.2$ electron masses gives a factor of about $e^{-181}$ at the peak field. That barrier is 56 nm wide, so the field drops across it, and the factor in the actual profile is smaller still, about $e^{-250}$. Tunnelling is negligible at the field used here. The exponent varies as $1/F$, and the field where the gate overlaps the drain can be several times stronger, so that region needs its own estimate.

So $\lambda/2$ is a sound result for the stated field, constant $\lambda$ and no conduction. For an actual drain, the fall of the field, the electron speed along the channel and the heat conduction need to be known before a lag can be quoted: in the cases above they move it from 25 nm to anywhere down to zero, while a field that falls more slowly towards the drain than it rose would lengthen it.

Numbers in the example were calculated in double precision.
